# Depth of an oxide trap from its capture-to-emission ratio: verification in Python

```python
"""Depth of an oxide trap from the gate-voltage slope of its time ratio.

Result under test: z = (S*kT/q - s)/(1 - s), where
  z = trap depth from the channel side / oxide thickness,
  S = -d ln(tau_capture/tau_emission)/dV_gate (natural log, per volt),
  s = d(channel potential)/dV_gate.
The independent side is a self-consistent Poisson solution of the gate stack
with separate forward and reverse multiphonon rates for the trap.
Potentials are in V, energies in eV, capacitances in uF/cm2.
The channel Fermi level is the energy zero; the channel band edge is at
-phi_channel. The gate potential excludes the work-function offset.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

# Inputs of the exercise
SLOPE = 7.74            # per volt
TEMPERATURE = 300.0     # K
FOLLOW = 0.02           # channel potential / gate voltage

# Rough typical values for monolayer MoS2 under Al2O3
THICKNESS = 10.0        # nm
K_OXIDE = 8.0
MASS = 0.45             # electron masses
VALLEYS = 2
GAP = 0.5               # nm, channel charge plane to oxide surface
K_GAP = 4.0
BARRIER = 2.5           # eV
TUNNEL_MASS = 0.3       # electron masses
DRAIN = 0.05            # V
SHEET_DENSITY = 1e12    # other traps, per eV per cm2
RELAXATION = 1.0        # eV, lattice reorganization energy

q = const.e
kt = const.k * TEMPERATURE / q
dos = (2 * VALLEYS * MASS * const.m_e / (2 * np.pi * const.hbar**2)
       * q * 1e-4)      # per eV per cm2
charge_unit = q * 1e6   # uC per electron


def layer_capacitance(permittivity, nanometres):
    return 100 * const.epsilon_0 * permittivity / (nanometres * 1e-9)


def depth_fraction(slope, temperature=TEMPERATURE, follow=FOLLOW):
    return (slope * const.k * temperature / q - follow) / (1 - follow)


def log_time_ratio(level, edge, fermi):
    """ln(tau_c/tau_e) from forward and reverse multiphonon rates."""
    energy = edge + np.linspace(0.0, 2.0, 801)
    delta = np.atleast_1d(level)[:, None] - energy[None, :]
    forward = np.exp(-(RELAXATION + delta)**2 / (4 * RELAXATION * kt))
    reverse = np.exp(-(RELAXATION - delta)**2 / (4 * RELAXATION * kt))
    filled = expit(-(energy - fermi) / kt)
    empty = expit((energy - fermi) / kt)
    capture = 2 * np.sum(forward * filled, axis=1)   # both spins can enter
    emission = np.sum(reverse * empty, axis=1)       # one spin leaves
    return np.log(emission / capture)


def solve_stack(gate, cells, fixed=None, response=None):
    """Node potentials from channel to gate, by Newton iteration."""
    size = len(cells)
    fixed = np.zeros(size) if fixed is None else fixed
    response = np.zeros(size) if response is None else response
    matrix = np.zeros((size, size))
    source = fixed.copy()
    for i in range(size):
        matrix[i, i] -= cells[i] + response[i]
        if i + 1 < size:
            matrix[i, i + 1] += cells[i]
        else:
            source[i] += cells[i] * gate
        if i > 0:
            matrix[i, i] -= cells[i - 1]
            matrix[i, i - 1] += cells[i - 1]
    phi = np.zeros(size)
    for _ in range(80):
        density = dos * kt * np.logaddexp(0, phi[0] / kt)
        residual = matrix @ phi + source
        residual[0] -= charge_unit * density
        jacobian = matrix.copy()
        jacobian[0, 0] -= charge_unit * dos * expit(phi[0] / kt)
        step = np.linalg.solve(jacobian, -residual)
        phi += step
        if np.max(np.abs(step)) < 1e-11:
            return np.append(phi, gate)
    raise RuntimeError("Poisson iteration did not converge")


def potential_response(gate, cells, fixed=None, response=None, dv=0.005):
    high = solve_stack(gate + dv, cells, fixed, response)
    low = solve_stack(gate - dv, cells, fixed, response)
    return (high - low) / (2 * dv)


def operating_gate(cells, fixed=None, response=None):
    return brentq(lambda v: potential_response(
        v, cells, fixed, response)[0] - FOLLOW, 0.3, 6.0, xtol=1e-9)


def device_slopes(gate, cells, fixed=None, to_gate=False, dv=0.005):
    """Slope of ln(tau_c/tau_e) for a trap at every node."""
    logs = []
    for voltage in (gate + dv, gate - dv):
        phi = solve_stack(voltage, cells, fixed)
        level = 0.35 - phi
        if to_gate:
            logs.append(log_time_ratio(level, -voltage - 1.0, -voltage))
        else:
            logs.append(log_time_ratio(level, -phi[0], 0.0))
    return (logs[0] - logs[1]) / (2 * dv)


# Time ratio against the thermodynamic formula, dilute to degenerate channel
for edge in (0.3, 0.0, -0.2):
    levels = np.array([-0.1, 0.0, 0.15])
    expected = levels / kt - np.log(2)
    assert np.allclose(log_time_ratio(levels, edge, 0.0), expected, atol=1e-8)

# Depth found in the simulated device against the closed formula
count = 100
c_ox = layer_capacitance(K_OXIDE, THICKNESS)
cells = np.full(count, c_ox * count)
fractions = np.linspace(0, 1, count + 1)
gate = operating_gate(cells)
phi = solve_stack(gate, cells)
slopes = device_slopes(gate, cells)
z_device = np.interp(SLOPE, -slopes, fractions)
z = depth_fraction(SLOPE)
assert abs(z_device - z) < 1e-6

# Channel following factor against the capacitance divider
c_q = charge_unit * dos * expit(phi[0] / kt)
assert abs(c_ox / (c_ox + c_q) - FOLLOW) < 1e-5

# Fixed oxide charge moves the bias but not the inferred depth
fixed = np.zeros(count)
fixed[count // 2] = charge_unit * 1e12
gate_fixed = operating_gate(cells, fixed)
slopes_fixed = device_slopes(gate_fixed, cells, fixed)
z_fixed = np.interp(SLOPE, -slopes_fixed, fractions)
assert abs(gate_fixed - gate) > 0.01
assert abs(z_fixed - z) < 1e-6

# Exchange with the gate gives a rising ratio
gate_slopes = device_slopes(gate, cells, to_gate=True)
slope_to_gate = np.interp(z, fractions, gate_slopes)
assert slope_to_gate > 0
assert abs(slope_to_gate - (1 - FOLLOW) * (1 - z) / kt) < 1e-4

# Distance between channel charge and oxide surface
equivalent_gap = GAP * K_OXIDE / K_GAP
depth_gap = z * (THICKNESS + equivalent_gap) - equivalent_gap
cells_gap = np.append(layer_capacitance(K_GAP, GAP), cells)
positions = np.append(-GAP, fractions * THICKNESS)
gate_gap = operating_gate(cells_gap)
slopes_gap = device_slopes(gate_gap, cells_gap)
depth_gap_device = np.interp(SLOPE, -slopes_gap, positions)
assert abs(depth_gap_device - depth_gap) < 1e-5

# Other traps in a responding sheet at the same depth
c_sheet = charge_unit * SHEET_DENSITY


def sheet_response(x):
    return ((FOLLOW / x + 1 / (1 - x))
            / (1 / x + 1 / (1 - x) + c_sheet / c_ox))


node = 20
sheet = np.zeros(count)
sheet[node] = c_sheet
gate_sheet = operating_gate(cells, response=sheet)
found = potential_response(gate_sheet, cells, response=sheet)[node]
assert abs(found - sheet_response(fractions[node])) < 1e-6
z_sheet = brentq(lambda x: sheet_response(x) - SLOPE * kt, 0.02, 0.6)

# Bias window, contact drop, field and tunnelling
follow_low = potential_response(gate - 0.25, cells)[0]
follow_high = potential_response(gate + 0.25, cells)[0]
density = dos * kt * np.logaddexp(0, phi[0] / kt)
overdrive = charge_unit * density / c_ox
field = (gate - phi[0]) / THICKNESS          # V/nm
field_gauss = q * density * 1e4 / (const.epsilon_0 * K_OXIDE) * 1e-9
assert abs(field - field_gauss) < 1e-8


def contact_drop(voltage, ratio):
    scaled = ratio * voltage / overdrive     # contact / channel resistance
    return DRAIN * scaled / (1 + 2 * scaled)


ratios = np.linspace(0.01, 5, 5000)
dv = 1e-4
drift = (contact_drop(overdrive + dv, ratios)
         - contact_drop(overdrive - dv, ratios)) / (2 * dv)
contact_bound = DRAIN / (8 * overdrive)
assert abs(drift.max() / contact_bound - 1) < 1e-4


def wkb_exponent(start, stop):
    def decay(x):
        height = (BARRIER - field * x) * q
        return 2e-9 * np.sqrt(2 * TUNNEL_MASS * const.m_e * height) / const.hbar
    return quad(decay, start, stop)[0]


assert BARRIER > field * THICKNESS
exponent_channel = wkb_exponent(0, z * THICKNESS)
exponent_gate = wkb_exponent(z * THICKNESS, THICKNESS)
assert exponent_gate > exponent_channel + 10
trap_level = np.interp(z, fractions, phi) + kt * np.log(2)

print(f"Slope magnitude S, natural log: {SLOPE:.2f} 1/V")
print(f"Temperature: {TEMPERATURE:.0f} K")
print(f"Channel following factor s: {FOLLOW:.3f}")
print(f"Thermal voltage kT/q: {kt*1000:.3f} mV")
print(f"Trap potential response S*kT/q: {SLOPE*kt:.4f}")
print(f"Fractional depth z, formula: {z:.4f}")
print(f"Fractional depth z, simulated device: {z_device:.4f}")
print(f"Fractional depth if s were zero: {SLOPE*kt:.4f}")
print(f"Slope in decades: {SLOPE/np.log(10):.3f} decades/V")
print(f"Depth if 7.74 meant decades: {depth_fraction(SLOPE*np.log(10)):.4f}")
print(f"Slope limit at z=0: {FOLLOW/kt:.3f} 1/V")
print(f"Slope limit at z=1: {1/kt:.2f} 1/V")
print(f"Slope for exchange with gate: +{slope_to_gate:.2f} 1/V")
print(f"Oxide thickness: {THICKNESS:.1f} nm")
print(f"Oxide relative permittivity: {K_OXIDE:.1f}")
print(f"Channel mass: {MASS:.2f} m0; valleys: {VALLEYS}")
print(f"Trap depth: {z*THICKNESS:.3f} nm")
print(f"Oxide capacitance: {c_ox:.3f} uF/cm2")
print(f"Quantum capacitance at operating point: {c_q:.2f} uF/cm2")
print(f"Electron density: {density:.3e} 1/cm2")
print(f"Gate potential, work-function offset removed: {gate:.3f} V")
print(f"Channel potential: {phi[0]*1000:.2f} mV")
print(f"Oxide field: {field*10:.3f} MV/cm")
print(f"Trap level above band edge at flat potential, "
      f"for equal times: {trap_level:.3f} eV")
print(f"Gate shift from 1e12 1/cm2 fixed charge at mid-oxide: "
      f"{gate_fixed-gate:.4f} V")
print(f"Fractional depth with that fixed charge: {z_fixed:.4f}")
print(f"Channel-to-oxide gap: {GAP:.2f} nm; permittivity: {K_GAP:.1f}")
print(f"Oxide-equivalent gap: {equivalent_gap:.2f} nm")
print(f"Trap depth with gap: {depth_gap:.3f} nm")
print(f"Fractional oxide depth with gap: {depth_gap/THICKNESS:.4f}")
print(f"Other-trap sheet density: {SHEET_DENSITY:.1e} 1/(eV cm2)")
print(f"Fractional depth with responding sheet: {z_sheet:.4f}")
print(f"Following factor 0.25 V below operating point: {follow_low:.4f}")
print(f"Following factor 0.25 V above operating point: {follow_high:.4f}")
print(f"Depth using lower-bias factor: "
      f"{depth_fraction(SLOPE, follow=follow_low):.4f}")
print(f"Depth using higher-bias factor: "
      f"{depth_fraction(SLOPE, follow=follow_high):.4f}")
print(f"Fractional depth if trap is at 310 K: "
      f"{depth_fraction(SLOPE, temperature=310):.4f}")
print(f"Change of depth for 5 percent slope error: "
      f"{depth_fraction(1.05*SLOPE)-z:.4f}")
print(f"Drain bias: {DRAIN*1000:.0f} mV; overdrive: {overdrive:.3f} V")
print(f"Largest contact-drop drift: {contact_bound:.5f} V/V")
print(f"Depth change from that drift: {contact_bound/(1-FOLLOW):.5f}")
print(f"Tunnel barrier: {BARRIER:.1f} eV; mass: {TUNNEL_MASS:.2f} m0")
print(f"WKB exponent, channel to trap: {exponent_channel:.2f}")
print(f"WKB exponent, trap to gate: {exponent_gate:.2f}")
print("verified")
```

Output:

```
Slope magnitude S, natural log: 7.74 1/V
Temperature: 300 K
Channel following factor s: 0.020
Thermal voltage kT/q: 25.852 mV
Trap potential response S*kT/q: 0.2001
Fractional depth z, formula: 0.1838
Fractional depth z, simulated device: 0.1838
Fractional depth if s were zero: 0.2001
Slope in decades: 3.361 decades/V
Depth if 7.74 meant decades: 0.4497
Slope limit at z=0: 0.774 1/V
Slope limit at z=1: 38.68 1/V
Slope for exchange with gate: +30.94 1/V
Oxide thickness: 10.0 nm
Oxide relative permittivity: 8.0
Channel mass: 0.45 m0; valleys: 2
Trap depth: 1.838 nm
Oxide capacitance: 0.708 uF/cm2
Quantum capacitance at operating point: 34.71 uF/cm2
Electron density: 8.344e+12 1/cm2
Gate potential, work-function offset removed: 1.895 V
Channel potential: 7.94 mV
Oxide field: 1.887 MV/cm
Trap level above band edge at flat potential, for equal times: 0.373 eV
Gate shift from 1e12 1/cm2 fixed charge at mid-oxide: -0.1131 V
Fractional depth with that fixed charge: 0.1838
Channel-to-oxide gap: 0.50 nm; permittivity: 4.0
Oxide-equivalent gap: 1.00 nm
Trap depth with gap: 1.021 nm
Fractional oxide depth with gap: 0.1021
Other-trap sheet density: 1.0e+12 1/(eV cm2)
Fractional depth with responding sheet: 0.1909
Following factor 0.25 V below operating point: 0.0219
Following factor 0.25 V above operating point: 0.0186
Depth using lower-bias factor: 0.1822
Depth using higher-bias factor: 0.1849
Fractional depth if trap is at 310 K: 0.1906
Change of depth for 5 percent slope error: 0.0102
Drain bias: 50 mV; overdrive: 1.887 V
Largest contact-drop drift: 0.00331 V/V
Depth change from that drift: 0.00338
Tunnel barrier: 2.5 eV; mass: 0.30 m0
WKB exponent, channel to trap: 15.73
WKB exponent, trap to gate: 53.13
verified
```
